# Low-temperature inverse-mobility exponents of a two-dimensional electron gas with bulk phonons

## Problem

A degenerate electron gas occupies one subband of a very thin layer in a zinc-blende crystal, with the layer normal \(z\) along a cube axis. The areal density is \(n\), the mass \(m\) is isotropic, and \(k_F=\sqrt{2\pi n}\), \(v_F=\hbar k_F/m\). The electrons scatter from three-dimensional acoustic phonons \(\mathbf Q=(\mathbf q,q_z)\) with \(\omega=vQ\), where \(v\) is \(v_L\) or \(v_T\) for longitudinal or transverse modes and \(v\ll v_F\). The phonons stay in equilibrium (no drag).

1. Find the squared coupling for deformation and piezoelectric interaction, and the static screening by the electrons.
2. Derive the phonon part of the inverse mobility, \(\mu^{-1}=m/(e\tau)\), and justify the electron distribution used.
3. Find the limiting power of \(T\) for each coupling, with its prefactor. Is \(T<T_{BG}=2\hbar vk_F/k_B\) sufficient for these powers to appear?
4. Evaluate the results for \(m=0.07\,m_e\), \(n=3\times10^{15}\ \mathrm{m^{-2}}\), dielectric constant \(\kappa=12\), mass density \(\rho=5000\ \mathrm{kg/m^3}\), \(v_L=5000\) m/s, \(v_T=3000\) m/s, deformation potential \(\Xi=10\) eV and piezoelectric field constant \(h_{14}=10^9\) V/m. These are round model parameters, and the elastic anisotropy of real zinc-blende crystals is neglected.

## Solution

### 1. Coupling and screening

A phonon mode in volume \(V\) has squared displacement amplitude \(\hbar/(2\rho\omega V)\). If unit displacement amplitude changes the electron energy by \(U\), then
\[
|M|^2=\frac{\hbar U^2}{2\rho\omega V}.
\]
The layer is treated as a sheet, so the factor \(e^{iq_zz}\) has unit modulus in the matrix element. This requires thermal phonon wavelengths much longer than the layer thickness.

**Deformation.** The energy \(\Xi\nabla\!\cdot\mathbf u\) gives \(U^2=\Xi^2Q^2\) for longitudinal modes and zero for transverse ones.

**Piezoelectric.** For \(\mathbf u=\mathbf p\,e^{i\mathbf Q\cdot\mathbf r}\), the polarization is \(P_x=ie_{14}(Q_yp_z+Q_zp_y)\), and cyclically. Without free charge, \(\epsilon_0\kappa\nabla^2\phi=\nabla\!\cdot\mathbf P\), so with \(h_{14}=e_{14}/(\epsilon_0\kappa)\)
\[
\phi=\frac{2h_{14}}{Q^2}(Q_yQ_zp_x+Q_zQ_xp_y+Q_xQ_yp_z),\qquad U^2=(eh_{14})^2A .
\]
Let \(\theta\) be the angle between \(\mathbf Q\) and \(z\), with \(S=\sin\theta\), \(C=\cos\theta\). The in-plane average of \(Q_x^2Q_y^2\) is \(q^4/8\). For \(\mathbf p=\mathbf Q/Q\),
\[
A_L=\frac{36Q_x^2Q_y^2Q_z^2}{Q^6}\ \to\ \tfrac92S^4C^2 .
\]
Summed over three orthogonal polarizations, \(A\) is \(4(Q_y^2Q_z^2+Q_z^2Q_x^2+Q_x^2Q_y^2)/Q^4\to4S^2C^2+\tfrac12S^4\). Subtracting \(A_L\), and multiplying the first two terms by \(S^2+C^2=1\), gives both transverse branches together:
\[
A_T=4S^2C^4+\tfrac12S^6+S^4C^2\left(4+\tfrac12-\tfrac92\right)=4S^2C^4+\tfrac12S^6 .
\]

**Screening.** A static potential energy \(u_q\) induces the density \(-\Pi u_q\). Relabelling \(\mathbf k\to-\mathbf k-\mathbf q\) in the term with \(f_{\mathbf k+\mathbf q}\),
\[
\Pi=2\!\int\!\frac{d^2k}{(2\pi)^2}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}
=4\cdot\frac{2m}{\hbar^2}\,\mathrm P\!\!\int\!\frac{d^2k}{(2\pi)^2}\frac{f_{\mathbf k}}{q^2+2kq\cos\varphi}.
\]
The angular integral is \(2\pi/(q\sqrt{q^2-4k^2})\) for \(2k<q\). For \(2k>q\), the substitution \(y=\tan(\varphi/2)\) turns it into a multiple of \(\mathrm P\!\int_{-\infty}^{\infty}dy/(y_0^2-y^2)\), which vanishes. Hence for \(q<2k_F\)
\[
\Pi=\frac{2m}{\pi^2\hbar^2}\int_0^{q/2}\!\frac{2\pi k\,dk}{q\sqrt{q^2-4k^2}}
=\frac{2m}{\pi^2\hbar^2}\cdot\frac{2\pi}{q}\cdot\frac q4=\frac{m}{\pi\hbar^2}\equiv g .
\]
The Coulomb interaction in the sheet is \(e^2/(2\epsilon_0\kappa q)\). Self-consistency, \(u_{\rm tot}=u_{\rm ext}-\frac{e^2g}{2\epsilon_0\kappa q}u_{\rm tot}\), divides the coupling by
\[
\varepsilon=1+\frac{q_s}{q},\qquad q_s=\frac{me^2}{2\pi\epsilon_0\kappa\hbar^2}.
\]
This is the random-phase approximation. Its static form is adequate because \(\omega/(v_Fq)=v/(v_F\sin\theta)\) is small except in a narrow cone around the normal, which carries little weight below.

### 2. Momentum relaxation

Write \(f=f_0+f_0(1-f_0)\Phi/k_BT\). Let \(P_{\mathbf k\mathbf k'}=f_0(1-f_0')W_{\mathbf k\mathbf k'}\) be the equilibrium flux, which is symmetric by detailed balance. To first order, the net flow from \(\mathbf k\) to \(\mathbf k'\) is
\[
\frac{P}{k_BT}\left[(1-f_0)\Phi-f_0'\Phi'-(1-f_0')\Phi'+f_0\Phi\right]=\frac{P}{k_BT}(\Phi-\Phi').
\]
Take a distribution displaced by a drift velocity \(u\), so \(\Phi=\hbar uk_x\). The momentum lost per area \(\mathcal A\) and time is \(nmu/\tau\). The spin factor 2 cancels the \(\tfrac12\) from symmetrizing in \(\mathbf k,\mathbf k'\):
\[
\frac{nm}{\tau}=\frac{\hbar^2}{\mathcal Ak_BT}\sum_{\mathbf k\mathbf k'}P_{\mathbf k\mathbf k'}\,q_x^2 .
\]
The squared coupling is unchanged by a quarter turn about \(z\), so \(q_x^2\) may be replaced by \(q^2/2\) and \(A\) by its in-plane average. Emission contributes as much as absorption, again by detailed balance. With \(N\) the phonon occupation,
\[
\frac1\tau=\frac{\hbar^2}{nmk_BT\mathcal A}\sum_{\mathbf Q}q^2\,\frac{2\pi}{\hbar}\frac{|M|^2}{\varepsilon^2}N\sum_{\mathbf k}f_0(E)[1-f_0(E+\hbar\omega)]\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega).
\]

Two integrals are needed. At \(k=k_F\), neglecting \(\hbar\omega\) against \(\hbar v_Fq\), the delta function has two roots with \(\cos\varphi=-q/2k_F\). Its angular average is therefore
\[
\langle\delta\rangle=\frac{1}{\pi\hbar v_Fq\,s},\qquad s=\sqrt{1-q^2/4k_F^2}.
\]
Next, \(f_0(E+\hbar\omega)[1-f_0(E)]=e^{-\hbar\omega/k_BT}f_0(E)[1-f_0(E+\hbar\omega)]\). Subtracting the two products gives \(f_0(E)-f_0(E+\hbar\omega)\), whose energy integral is \(\hbar\omega\). Thus
\[
\int dE\,f_0(E)[1-f_0(E+\hbar\omega)]=\frac{\hbar\omega}{1-e^{-\hbar\omega/k_BT}}=\hbar\omega(N+1).
\]
With \(g/2\) states per spin, area and energy, the factors multiplying \(q\,U^2N(N+1)/(\varepsilon^2s\,k_BT)\) are
\[
\frac{\hbar^2}{nm}\cdot\frac{2\pi}{\hbar}\cdot\frac{\hbar}{2\rho\omega}\cdot\frac g2\cdot\frac{\hbar\omega}{\pi\hbar v_F}
=\frac{\hbar^2g}{2\rho nmv_F}=\frac{1}{\rho k_F^2v_F}=\frac{m}{\rho\hbar k_F^3},
\]
where \(g/n=2m/(\hbar^2k_F^2)\). The result is
\[
\boxed{\frac1\tau=\frac{m}{\rho\hbar k_F^3k_BT}\int\!\frac{d^3Q}{(2\pi)^3}\,\frac{q\,U^2N(N+1)}{\varepsilon^2s}},\qquad q<2k_F,
\]
summed over branches. Keeping the full Fermi functions and energy conservation changes it by less than 0.05% at 0.5 K and 1 K in the example.

**Why a displaced distribution?** Take first a coupling that does not depend on the in-plane direction of \(\mathbf q\). Let \(\Phi=\chi(E)\cos\vartheta\), with \(\vartheta\) the direction of \(\mathbf k\). After angular integration, with \(p(E,E')\) the equilibrium flux between energies and \(\alpha\) the scattering angle, the collision operator is
\[
\int dE'\,p(E,E')[\chi(E)-\chi(E')]+\int dE'\,p(E,E')\langle1-\cos\alpha\rangle\chi(E').
\]
The first part vanishes for constant \(\chi\). The second is smaller by about \(1-\cos\alpha=q^2/2k_F^2\). Phonons thus equalize the displacement between energies faster than they destroy momentum. The leading rate is the average of the second part over constant \(\chi\), which is the boxed formula. The relative correction is of order \(q^2/k_F^2\propto T^2\).

Solving the Boltzmann equation with the angle-averaged coupling gives rates below the formula by 0.12% at 0.05 K and 0.47% at 0.1 K for piezoelectric coupling, and by 0.13% and 0.50% for deformation coupling. This is close to the expected factor of four.

The piezoelectric coupling does depend on the direction of \(\mathbf q\), and this leaves a small correction even as \(T\to0\). Small-angle scattering makes \(\vartheta\) diffuse around the Fermi circle with a rate \(D(\vartheta)\). In a field along \(x\), the steady state obeys \(-(D\Phi')'\propto\cos\vartheta\), so \(\Phi'\propto-\sin\vartheta/D\). The resulting relaxation rate is \(1/\langle1/D\rangle\), whereas a displaced distribution gives \(\langle D\rangle\), which is never smaller. For the parameters of part 4, \(D\simeq\langle D\rangle(1-0.11\cos4\vartheta)\), and the formula is 0.6% too high. The power of \(T\) is unchanged. Deformation coupling has no such correction.

If impurities dominate with a rate constant over \(k_BT\), \(\chi\) is constant from the start, and the formula is the first-order added rate.

### 3. The low-temperature powers

Now let thermal \(q\) be small compared with both \(2k_F\) and \(q_s\). Then \(s\to1\) and \(\varepsilon^{-2}\to q^2/q_s^2\). With \(q=Q\sin\theta\), \(x=\hbar vQ/k_BT\) and \(d^3Q/(2\pi)^3=Q^2\sin\theta\,dQ\,d\theta/4\pi^2\), the radial integral follows by parts:
\[
\int_0^\infty\!\frac{x^pe^x\,dx}{(e^x-1)^2}=p\int_0^\infty\!\frac{x^{p-1}dx}{e^x-1}=p!\,\zeta(p).
\]

**Deformation.** The powers of \(Q\) are 2 from the measure, 1 from \(q\), 2 from \(U^2\) and 2 from screening: \(p=7\). The angular integral is \(\int_0^\pi\sin^4\theta\,d\theta=3\pi/8\), so
\[
\frac1{\tau_{DP}}=\frac{m\Xi^2}{4\pi^2\rho\hbar k_F^3q_s^2k_BT}\,\frac{3\pi}{8}\,7!\,\zeta(7)\left(\frac{k_BT}{\hbar v_L}\right)^8\propto T^7 .
\]

**Piezoelectric.** Here \(U^2\) carries no power of \(Q\), so \(p=5\). The angular integrals are
\[
\int_0^\pi S^4A_L\,d\theta=\tfrac92\pi\left(\tfrac{35}{128}-\tfrac{63}{256}\right)=\tfrac{63\pi}{512},
\]
\[
\int_0^\pi S^4A_T\,d\theta=4\pi\left(\tfrac5{16}-\tfrac{35}{64}+\tfrac{63}{256}\right)+\tfrac{63\pi}{512}=\tfrac{87\pi}{512},
\]
and therefore
\[
\frac1{\tau_{PE}}=\frac{m(eh_{14})^2\,5!\,\zeta(5)}{4\pi^2\rho\hbar k_F^3q_s^2k_BT}\left[\frac{63\pi}{512}\left(\frac{k_BT}{\hbar v_L}\right)^6+\frac{87\pi}{512}\left(\frac{k_BT}{\hbar v_T}\right)^6\right]\propto T^5 .
\]
For phonons alone the piezoelectric prefactor is slightly too high, by 0.6% for the parameters of part 4, because of the directional effect described above. The inverse mobilities have the same powers. Setting \(\varepsilon=1\) removes two powers of \(q\), leaving \(T^3\) and \(T^5\). A \(T^5\) law in the phonon part of \(\mu^{-1}\) therefore does not by itself identify the coupling. With both screened couplings present, the piezoelectric \(T^5\) dominates at the lowest temperatures.

**Is \(T<T_{BG}\) sufficient?** No. The next term in \(\varepsilon^{-2}=(q/q_s)^2(1-2q/q_s+\dots)\) requires the average of \(q\) with the deformation weight. Let \(t=k_BT/(\hbar v_Lq_s)\). The radial average is \(8!\zeta(8)/7!\zeta(7)\), and the angular one is \((16/15)/(3\pi/8)=128/45\pi\). Hence
\[
\frac1\tau\simeq\frac{1-ct}{\tau_{DP}},\qquad c=2\cdot\frac{8\zeta(8)}{\zeta(7)}\cdot\frac{128}{45\pi}=14.4,
\]
and the local exponent \(d\ln\tau^{-1}/d\ln T\) is \(7-ct\). The large \(c\) reflects that, for deformation coupling in this limit, the average \(q\) is about seven times \(k_BT/\hbar v_L\).

There is also a lower limit. Plane-wave electron states require \(q\ell\gg1\), with \(\ell\) the mean free path. Since \(q\propto T\), this fails at low enough temperature in a disordered sample.

### 4. Numbers

All rates below come from the boxed formula, which gives the added phonon rate when impurity scattering with an energy-independent rate dominates. For phonons alone at 0.1 K, the formula is about 0.5% too high for deformation coupling and about 1% too high for piezoelectric coupling, where the directional effect adds to the energy dependence of \(\chi\). At 1 K, thermal \(q\) is no longer small against \(k_F\), and for phonons alone the formula is too high by tens of percent.

The scales are \(k_F=1.37\times10^8\ \mathrm{m^{-1}}\) and \(q_s=2.20\times10^8\ \mathrm{m^{-1}}\). The Bloch-Grüneisen temperatures are 10.5 K (longitudinal) and 6.3 K (transverse), and \(\hbar v_Lq_s/k_B=8.42\) K.

At 10 mK, \(ct=14.4\times0.01/8.42=0.017\). This predicts a deformation exponent of 6.983, which is the value found from the full integral. The piezoelectric exponent is 4.980. At 0.1 K they are 6.85 and 4.83.

The relative strength at 0.1 K follows from the limiting laws. With \(k_BT/\hbar v_L=2.205\times10^8\times0.1/8.42=2.62\times10^6\ \mathrm{m^{-1}}\),
\[
\frac{\tau_{PE}}{\tau_{DP}}=\left(\frac{10\times2.62\times10^6}{10^9}\right)^2\frac{(3\pi/8)\,7!\,\zeta(7)}{5!\,\zeta(5)\,[0.387+0.534\,(5/3)^6]}
=6.9\times10^{-4}\times4.07=2.8\times10^{-3}.
\]
This agrees with the limiting rates \(0.599\) and \(215\ \mathrm{s^{-1}}\). In the bracket, the transverse term is 11.4 out of 11.8: slower sound means more thermal phonons at a given \(Q\).

The full piezoelectric rate at 0.1 K is \(178\ \mathrm{s^{-1}}\), 17% below its limiting law, and \(\mu^{-1}=7.1\times10^{-11}\ \mathrm{V\,s/m^2}\). A sample whose impurities limit the mobility to \(10^3\ \mathrm{m^2/(V\,s)}\) has \(\mu^{-1}=10^{-3}\ \mathrm{V\,s/m^2}\), more than ten million times as much, so the limiting powers cannot in practice be read from its measured mobility. At 1 K the piezoelectric and deformation contributions are \(3.08\times10^{-6}\) and \(1.01\times10^{-6}\ \mathrm{V\,s/m^2}\). For a longitudinal phonon the deformation energy \(i\Xi Q\) and the piezoelectric energy, which is real, are a quarter period out of phase, so the two rates add without interference. The inverse of their sum is \(2.4\times10^5\ \mathrm{m^2/(V\,s)}\), or \(2.4\times10^9\ \mathrm{cm^2/(V\,s)}\). With phonons as the only scattering process the mobility would be higher, because the displaced distribution then overestimates the rate. That case leaves out electron-electron collisions, which conserve momentum and remove the energy dependence of \(\chi\). Their rate is of order \((k_BT)^2/\hbar E_F\approx10^9\ \mathrm{s^{-1}}\) at 1 K, well above the total phonon scattering rate of about \(2\times10^7\ \mathrm{s^{-1}}\), so in a real electron gas the distribution stays close to the displaced one.

These values hold for an ideal sheet. Finite thickness weakens the screening: in a well 10 nm wide with infinite walls, the rates are 7–8% higher at 0.1 K and about a third higher at 1 K.

At 1 K, still well below both values of \(T_{BG}\), the full rates are only 36% (piezoelectric) and 42% (deformation) of the limiting laws, and the exponents are 4.0 and 6.5. The first-order formula would put the deformation exponent at 6.5 already near 0.29 K, whereas the full integral gives 0.99 K. Two neglected effects act in this direction: the next term of \((1+q/q_s)^{-2}\) is positive, and \(1/s\simeq1+q^2/8k_F^2\) grows with \(q\). Their separate shares were not computed. The two mechanisms become equal at 1.6 K.

At 4 K the exponents of the sheet model have dropped to 1.7 and 2.8, mainly because \(q\) cannot exceed \(2k_F\). The weakening of screening alone, with \(s=1\) and no such limit, would leave them at 3.6 and 5.6. Far above \(T_{BG}\), \(N(N+1)\simeq(k_BT/\hbar vQ)^2\). The piezoelectric \(q_z\) integral then converges, and its rate tends to \(T\). For deformation coupling \(U^2N(N+1)\) is independent of \(q_z\) up to \(k_BT/\hbar v_L\), so the sheet model tends to \(T^2\). In a layer of finite thickness \(b\), the wavefunction cuts off \(q_z\) near \(1/b\), and the linear law returns once \(k_BT\gg\hbar v_L/b\). These high-temperature laws also require a degenerate gas, \(k_BT\ll E_F\), with \(E_F/k_B=119\) K here, and they leave out optical phonons, which become important in real zinc-blende crystals as the temperature rises. The range in which they apply is therefore narrow.

The numerical output below lists the remaining values.

## Calculated quantities

```
mass = 0.07 m_e, density = 3.0e+15 m^-2, kappa = 12.0
mass density = 5000 kg/m^3, vL = 5000 m/s, vT = 3000 m/s
Xi = 10.0 eV, h14 = 1.0e+09 V/m
kF = 1.3729e+08 m^-1, qs = 2.2047e+08 m^-1
vF = 2.2706e+05 m/s, EF = 10.259 meV
Bloch-Grueneisen T: L 10.487 K, T 6.292 K
screening T = hbar v qs/kB: L 8.420 K, T 5.052 K
angular integrals from tensor: L 0.386563, T 0.533825
static polarization / density of states at q/kF = 0.2, 0.6, 1.4: 1.00000 1.00000 1.00000
PE exact phase space, relative change: 0.5 K 2.3e-04, 1 K 9.1e-05
PE Boltzmann shortfall: 0.05 K 1.23e-03, 0.1 K 4.68e-03
PE added rate / displaced rate, strong impurities: 0.999926
DP exact phase space, relative change: 0.5 K 4.7e-04, 1 K 4.6e-04
DP Boltzmann shortfall: 0.05 K 1.28e-03, 0.1 K 4.96e-03
DP added rate / displaced rate, strong impurities: 0.999606
unscreened exponents at 1 mK: PE 3.0000, DP 5.0000
DP correction coefficient c: formula 14.425, quadrature 14.402
T = 0.001 K: screened exponents PE 4.998, DP 6.998
T = 0.01 K: screened exponents PE 4.980, DP 6.983
T = 0.1 K: screened exponents PE 4.830, DP 6.852
T = 1.0 K: screened exponents PE 4.023, DP 6.473
T = 4.0 K: screened exponents PE 1.670, DP 2.750
T = 0.01 K PE: 1/tau full 2.104e-03 s^-1, limit 2.148e-03 s^-1, ratio 0.9797
   inverse mobility full 8.374e-16 V s/m^2
T = 0.01 K DP: 1/tau full 5.889e-08 s^-1, limit 5.990e-08 s^-1, ratio 0.9831
   inverse mobility full 2.344e-20 V s/m^2
T = 0.1 K PE: 1/tau full 1.780e+02 s^-1, limit 2.148e+02 s^-1, ratio 0.8290
   inverse mobility full 7.085e-11 V s/m^2
T = 0.1 K DP: 1/tau full 5.109e-01 s^-1, limit 5.990e-01 s^-1, ratio 0.8529
   inverse mobility full 2.033e-13 V s/m^2
T = 1.0 K PE: 1/tau full 7.734e+06 s^-1, limit 2.148e+07 s^-1, ratio 0.3601
   inverse mobility full 3.078e-06 V s/m^2
T = 1.0 K DP: 1/tau full 2.531e+06 s^-1, limit 5.990e+06 s^-1, ratio 0.4226
   inverse mobility full 1.007e-06 V s/m^2
exponent lowered by 0.5 at: PE 0.749 K, DP 0.985 K
PE and DP rates equal at 1.620 K
```
